\section*{Saturation Velocity from Momentum and Energy Balance with Optical Phonons, part 1}

(Sections cited here and not found follow in the second part.)

\section{The two balances and the saturated velocity}

Consider electrons in a parabolic band of mass $m$, driven by a uniform electric field. Let $e>0$ be the elementary charge, let $F>0$ be the field strength, and let the $x$ axis point along the force, so that the force on each electron is $+eF$. The electron momentum is $\mathbf p$, its kinetic energy is $E=p^2/2m$, and its velocity along the force is $v_x=p_x/m$. Angle brackets denote an average over all electrons at one time, and $v=\langle v_x\rangle$ is the drift velocity. The lattice has temperature $T$, and its optical phonons all have the energy $\hbar\omega$. The electrons are dilute enough that the Pauli principle does not block final states, and the phonons stay in equilibrium at $T$.

The result to be derived is
\begin{equation}
v_s=\sqrt{\frac{\hbar\omega}{m}\tanh\frac{\hbar\omega}{2kT}} ,
\label{vs}
\end{equation}
with the hyperbolic tangent under the root. It holds in strong fields, under conditions on the scattering rate that will appear in the derivation, and its numerical prefactor depends on an approximation for one average.

The first ingredient is the number of phonons. A lattice mode is a harmonic oscillator whose $n$th level lies $n\hbar\omega$ above the lowest. With $y=\hbar\omega/kT$, the probability of level $n$ is $e^{-ny}/Z$, where the geometric series gives
\begin{equation}
Z=\sum_{n=0}^{\infty}e^{-ny}=\frac{1}{1-e^{-y}} .
\end{equation}
Differentiating the sum with respect to $y$ brings down a factor $-n$, so the mean level number is
\begin{equation}
N=-\frac{d\ln Z}{dy}=\frac{d}{dy}\ln\left(1-e^{-y}\right)
=\frac{e^{-y}}{1-e^{-y}}=\frac{1}{e^{y}-1} .
\end{equation}
The combination needed below is
\begin{equation}
2N+1=\frac{2+e^{y}-1}{e^{y}-1}=\frac{e^{y}+1}{e^{y}-1}
=\frac{e^{y/2}+e^{-y/2}}{e^{y/2}-e^{-y/2}}=\coth\frac{\hbar\omega}{2kT} .
\label{coth}
\end{equation}

An oscillator in level $n$ is raised by one quantum with a probability proportional to $n+1$, and lowered by one quantum with a probability proportional to $n$. These are the squared matrix elements of the creation and annihilation operators. Averaged over the thermal distribution, emission carries the factor $N+1$ and absorption the factor $N$. The coupling constant is the same for both.

The scattering is taken to be randomising: the probability of reaching a final state depends on the energy of that state and not on its direction. This describes non-polar coupling to phonons of fixed energy. It also covers transfer between equivalent valleys, provided that momentum is measured from the minimum of the valley that the electron occupies. Summing the transition probability over final states then gives a rate proportional to the density of final states. Let $w(E)$ be this rate for final energy $E$, without the phonon factor. An electron of energy $E$ emits and absorbs at the rates
\begin{equation}
W_e=(N+1)\,w(E-\hbar\omega),\qquad W_a=N\,w(E+\hbar\omega),
\label{rates}
\end{equation}
where $w=0$ for negative argument, because an electron with less than $\hbar\omega$ cannot emit.

In a parabolic band in three dimensions the number of states between $E$ and $E+dE$ is proportional to $p^2dp$. From $p=\sqrt{2mE}$ follows $dp=\sqrt{m/2E}\,dE$, and therefore
\begin{equation}
p^2dp=2mE\sqrt{\frac{m}{2E}}\,dE=\sqrt2\,m^{3/2}\sqrt E\,dE .
\end{equation}
The rate thus grows as the square root of the energy,
\begin{equation}
w(E)=w_1\sqrt{\frac{E}{\hbar\omega}} ,
\label{root}
\end{equation}
where the constant $w_1$ measures the strength of the coupling. The balances themselves do not need this particular form.

Between collisions the momentum of each electron along $x$ grows at the rate $eF$. A collision replaces $p_x$ by a value whose mean is zero, because all final directions are equally likely. On average the collision removes the whole of $p_x$, whether a phonon was emitted or absorbed. The two processes therefore add in the momentum balance:
\begin{equation}
\frac{d\langle p_x\rangle}{dt}=eF-\langle p_x(W_e+W_a)\rangle .
\label{mom}
\end{equation}

The field does work on an electron at the rate $eFv_x$. Emission takes $\hbar\omega$ from the electron and absorption returns the same amount, so the two processes subtract in the energy balance:
\begin{equation}
\frac{d\langle E\rangle}{dt}=eFv-\hbar\omega\langle W_e-W_a\rangle .
\label{en}
\end{equation}
This difference in sign is the origin of the temperature factor. Warming the lattice adds absorption and stimulated emission in equal measure. Both disturb the direction of motion, while their effects on the energy nearly cancel.

In a strong field most electrons have energies far above $\hbar\omega$. The rates can then be expanded about $E$. With $w'=dw/dE$, and to first order in $\hbar\omega$,
\begin{align}
W_e+W_a&\simeq(N+1)(w-\hbar\omega w')+N(w+\hbar\omega w')
=(2N+1)w-\hbar\omega w',\\
W_e-W_a&\simeq(N+1)(w-\hbar\omega w')-N(w+\hbar\omega w')
=w-(2N+1)\hbar\omega w' .
\end{align}
For the square-root rate, $w'/w=1/2E$. Relative to the leading terms, the corrections are $\hbar\omega/[2(2N+1)E]$ in the sum and $(2N+1)\hbar\omega/2E$ in the difference. The second is the larger. On a hot lattice $(2N+1)\hbar\omega$ tends to $2kT$, so the electron energy must be large compared with $kT$ as well as with $\hbar\omega$. Under that condition the corrections may be dropped, and the steady state obeys
\begin{align}
eF&=(2N+1)\langle p_xw\rangle, \label{m2}\\
eFv&=\hbar\omega\langle w\rangle . \label{e2}
\end{align}

Dividing the second equation by the first removes the field:
\begin{equation}
v=\frac{\hbar\omega}{2N+1}\,\frac{\langle w\rangle}{\langle p_xw\rangle} .
\label{ratio}
\end{equation}
One average of a product remains. The simplest closure replaces it by the product of the averages,
\begin{equation}
\langle p_xw\rangle\simeq\langle p_x\rangle\langle w\rangle=mv\langle w\rangle .
\label{closure}
\end{equation}
This is exact only if $p_x$ and $w$ are uncorrelated. For a rate that rises with energy they are correlated, even when the energies are narrowly spread, because the field speeds up the electrons that move along the force and slows those that move against it. The closure is therefore an approximation, and the next section evaluates its error for the square-root rate. Inserting it in Eq.~\eqref{ratio} cancels $\langle w\rangle$ and leaves
\begin{equation}
v^2=\frac{\hbar\omega}{m(2N+1)}=\frac{\hbar\omega}{m}\tanh\frac{\hbar\omega}{2kT},
\end{equation}
where Eq.~\eqref{coth} was used in the last step. The positive root is Eq.~\eqref{vs}, since the drift is along the force.

The same result can be read as a budget for one net phonon. During the time $1/w$ an electron loses on average one quantum net, but its direction is randomised $2N+1$ times. The time between randomisations is $\tau=1/[(2N+1)w]$, and the drift velocity is $v=eF\tau/m$. The field must supply $\hbar\omega$ in the time $(2N+1)\tau$, so $eFv(2N+1)\tau=\hbar\omega$. Substituting $eF\tau=mv$ gives $(2N+1)mv^2=\hbar\omega$ again.

On a cold lattice, $kT\ll\hbar\omega$, the hyperbolic tangent tends to one and
\begin{equation}
v_s\to\sqrt{\frac{\hbar\omega}{m}} .
\end{equation}
On a hot lattice, $kT\gg\hbar\omega$, it tends to its argument and
\begin{equation}
v_s\to\sqrt{\frac{\hbar\omega}{m}\,\frac{\hbar\omega}{2kT}}=\frac{\hbar\omega}{\sqrt{2mkT}} .
\end{equation}
The velocity then falls as $T^{-1/2}$. At any temperature the energy of the drift motion is
\begin{equation}
\tfrac12mv_s^2=\tfrac12\hbar\omega\tanh\frac{\hbar\omega}{2kT}\le\tfrac12\hbar\omega ,
\end{equation}
which is small compared with the electron energy assumed in the derivation. Nearly all the kinetic energy is random motion, with a slight drift superposed.

The coupling strength has dropped out of $v_s$, but it has not lost its role. Equation~\eqref{e2} requires $\langle w\rangle=eFv/\hbar\omega$, so at constant $v$ the scattering rate must grow in proportion to the field. The electrons achieve this by heating up. With the square-root rate their energy must grow as $F^2$. Once the strong-field limit is reached, a weaker coupling leads to hotter electrons at a given field, and not to a faster drift. At lower fields it also brings the velocity in the parabolic model closer to its limit.

This adjustment needs a rate that rises with energy. To see why, describe the electrons by one typical energy $\varepsilon$ and keep the closure of Eq.~\eqref{closure}. Their momentum relaxes at the rate $(2N+1)w$, while their energy relaxes at a rate of order $\hbar\omega w/\varepsilon$, which is much slower. In this estimate the drift velocity follows the energy as $v=eF/[(2N+1)mw(\varepsilon)]$, and the energy balance becomes
\begin{equation}
\frac{d\varepsilon}{dt}=\frac{e^2F^2}{(2N+1)m\,w(\varepsilon)}-\hbar\omega\,w(\varepsilon) .
\label{heat}
\end{equation}
The derivative of the right side with respect to $\varepsilon$ is
\begin{equation}
-w'(\varepsilon)\left[\frac{e^2F^2}{(2N+1)m\,w^2}+\hbar\omega\right] .
\end{equation}
The bracket is positive. If $w'>0$, a small excess of energy decays and the steady state is stable. If $w'<0$, the excess grows, and the velocity in Eq.~\eqref{vs} belongs to an unstable balance.

A constant rate is the marginal case. The closure is then an identity, because $w$ can be taken out of the average, but the drift velocity $v=eF/[(2N+1)mw]$ grows in proportion to the field. Equation~\eqref{heat} vanishes at the single field
\begin{equation}
eF_c=w\sqrt{(2N+1)m\hbar\omega} .
\label{fc}
\end{equation}
Above $F_c$ the mean energy increases without limit. Below it the equation predicts cooling, until enough electrons have less than $\hbar\omega$ and cannot emit. The derivation then ceases to apply, and the equation no longer decides the outcome. Slightly below $F_c$ a minority of electrons can still reach very high energies, so that the mean energy keeps growing while most electrons stay much colder. Independence from the rate constant in the final formula must therefore not be confused with independence from the energy dependence of the rate.

A Monte Carlo simulation, which follows free flights and random collisions, confirms this runaway. For $2N+1=1.2177$ and $eF=2w\sqrt{m\hbar\omega}$, Eq.~\eqref{heat} predicts that the mean energy grows at $4/1.2177-1=2.285$ in units of $\hbar\omega w$. The simulation gives 2.289. The predicted velocity is $2/1.2177=1.642$ in units of $\sqrt{\hbar\omega/m}$, and the simulated one is 1.635. In the same units as the applied field of 2, the critical field is $\sqrt{1.2177}=1.10$.

The assumption of full randomisation also sets the size of $v_s$. Suppose that a collision removes on average a fraction $\mu$ of the momentum, with the same constant $\mu$ for emission and absorption. The right side of Eq.~\eqref{m2} is then multiplied by $\mu$, the energy balance is unchanged, and the closure gives
\begin{equation}
v^2=\frac{\hbar\omega}{\mu\,m(2N+1)} .
\end{equation}
Scattering that favours small deflections has $\mu<1$ and allows a faster drift for the same phonon energy and mass. It must still satisfy the stability condition on the rate.

In strong fields, the momentum and energy balances with the closure of Eq.~\eqref{closure} give the saturated velocity of Eq.~\eqref{vs}, which belongs to a stable balance only if the scattering rate rises with energy. It remains to evaluate the error of the closure for the square-root rate and to test the result in a numerical example.
